**Hylleraas functions for helium with the scale eliminated**

The program finds the minimum energies of $e^{-ks}(1+cku)$ and $e^{-ks}(1+cku+dk^2t^2)$ for helium with a fixed nucleus, where $s=r_1+r_2$, $t=r_1-r_2$, $u=r_{12}$, $k$ is the scale, and $c,d$ are coefficients in scaled coordinates. The scale is eliminated through $E=-V^2/(4TN)$, with the kinetic, potential and overlap integrals $T,V,N$ taken at $k=1$. The program asserts that the matrices from the closed-form integrals agree with quadrature of the Hamiltonian, using a symbolic Cartesian Laplacian. It also asserts that the energies agree with minima found by diagonalization at fixed $k$, and that the virial relation holds at the optimal scales. The output gives $-2.89112$ and $-2.90243$ hartree. These lie 12.6 and 1.3 millihartree above the energy of a 22-term expansion, which is itself an upper bound.

## Verification by program

```python
"""
Helium ground state, fixed nucleus, hartree atomic units.
Result under test: the trial functions exp(-k s) P, with P = 1 + c k u and
P = 1 + c k u + d (k t)^2, have minimum energies -2.89112 and -2.90243 hartree.
s = r1 + r2, t = r1 - r2, u = r12; k is the scale, c and d are coefficients
in scaled coordinates. N, T, V are overlap, kinetic and potential matrices at
k = 1, without the common factor 2 pi^2. Eliminating k gives E = -V^2/(4 T N).
"""
from fractions import Fraction
from math import factorial
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import fsolve, minimize, minimize_scalar

Z = 2
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# Polynomials in s, t, u are dictionaries {(power s, power t, power u): factor}.
def multiply(p, q):
    out = {}
    for a, x in p.items():
        for b, y in q.items():
            key = (a[0] + b[0], a[1] + b[1], a[2] + b[2])
            out[key] = out.get(key, 0) + x * y
    return out


def add(*polys):
    out = {}
    for p in polys:
        for key, x in p.items():
            out[key] = out.get(key, 0) + x
    return out


def derivative(p, axis):
    out = {}
    for key, x in p.items():
        if key[axis] > 0:
            new = list(key)
            new[axis] -= 1
            out[tuple(new)] = x * key[axis]
    return out


def integral(p):
    """Integral of p exp(-2s) over 0 <= t <= u <= s."""
    total = Fraction(0)
    for (a, b, c), x in p.items():
        n = a + b + c
        total += Fraction(x * factorial(n + 2),
                          2**(n + 3) * (b + 1) * (b + c + 2))
    return total


VOLUME = {(2, 0, 1): 1, (0, 2, 1): -1}
CROSS_SU = {(1, 0, 2): 1, (1, 2, 0): -1}
CROSS_TU = {(2, 1, 0): 1, (0, 1, 2): -1}
POTENTIAL = {(1, 0, 1): -4 * Z, (2, 0, 0): 1, (0, 2, 0): -1}


def gradient(p):
    """Derivatives of p exp(-s), with the exponential removed."""
    minus_p = {key: -x for key, x in p.items()}
    return add(derivative(p, 0), minus_p), derivative(p, 1), derivative(p, 2)


def matrices(powers):
    size = len(powers)
    result = [[[Fraction(0)] * size for _ in range(size)] for _ in range(3)]
    basis = [{key: 1} for key in powers]
    grads = [gradient(p) for p in basis]
    for i in range(size):
        for j in range(i + 1):
            product = multiply(basis[i], basis[j])
            (ps, pt, pu), (qs, qt, qu) = grads[i], grads[j]
            squares = add(multiply(ps, qs), multiply(pt, qt), multiply(pu, qu))
            su = add(multiply(ps, qu), multiply(pu, qs))
            tu = add(multiply(pt, qu), multiply(pu, qt))
            kinetic = add(multiply(VOLUME, squares), multiply(CROSS_SU, su),
                          multiply(CROSS_TU, tu))
            values = (integral(multiply(VOLUME, product)), integral(kinetic),
                      integral(multiply(POTENTIAL, product)))
            for m in range(3):
                result[m][i][j] = result[m][j][i] = values[m]
    return result


exact_N, exact_T, exact_V = matrices([(0, 0, 0), (0, 0, 1), (0, 2, 0)])
N, T, V = (np.array(m, dtype=float) for m in (exact_N, exact_T, exact_V))

# Volume element against one-electron integrals: <u^2> = 2 <r^2> for exp(-s).
r2_int = quad(lambda r: r**2 * np.exp(-2 * r), 0, np.inf)[0]
r4_int = quad(lambda r: r**4 * np.exp(-2 * r), 0, np.inf)[0]
assert abs(2 * np.pi**2 * N[0, 0] - (4 * np.pi * r2_int)**2) < 1e-7
assert abs(N[1, 1] / N[0, 0] - 2 * r4_int / r2_int) < 1e-6

# Matrices from the Hamiltonian: Cartesian Laplacian and quadrature.
xyz = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
k_sym = sp.symbols("k", positive=True)
R1 = sp.sqrt(sum(q**2 for q in xyz[:3]))
R2 = sp.sqrt(sum(q**2 for q in xyz[3:]))
R12 = sp.sqrt(sum((xyz[i] - xyz[i + 3])**2 for i in range(3)))
functions = [sp.exp(-k_sym * (R1 + R2)) * p
             for p in (sp.Integer(1), k_sym * R12, k_sym**2 * (R1 - R2)**2)]
laplacians = [sum(sp.diff(f, q, 2) for q in xyz) for f in functions]
evaluate = sp.lambdify((*xyz, k_sym), functions + laplacians, "numpy", cse=True)


def cartesian_matrices(k):
    y, wy = np.polynomial.laguerre.laggauss(14)
    g, wg = np.polynomial.legendre.leggauss(12)
    g, wg = (g + 1) / 2, wg / 2
    y, v, h = (a.ravel() for a in np.meshgrid(y, g, g, indexing="ij"))
    wy, wv, wh = (a.ravel() for a in np.meshgrid(wy, wg, wg, indexing="ij"))
    total = y / (2 * k)
    r1, r2 = total * (1 - v) / 2, total * (1 + v) / 2
    r12 = total * (v + (1 - v) * h)
    weight = wy * np.exp(y) / (2 * k) * wv * total / 2
    weight = weight * wh * total * (1 - v) * 8 * r1 * r2 * r12
    cosine = (r1**2 + r2**2 - r12**2) / (2 * r1 * r2)
    sine = np.sqrt(np.maximum(0, 1 - cosine**2))
    zero = np.zeros_like(r1)
    data = evaluate(zero, zero, r1, r2 * sine, zero, r2 * cosine, k)
    f, lap = np.array(data[:3]), np.array(data[3:])
    potential = -Z / r1 - Z / r2 + 1 / r12
    return ((f * weight) @ f.T, -0.5 * (f * weight) @ lap.T,
            (f * weight * potential) @ f.T)


for direct, formula in zip(cartesian_matrices(1.0), (N, T, V)):
    assert np.allclose(direct, formula, rtol=1e-8, atol=1e-8)

# Positive forms guarantee a positive optimal scale for every c and d.
for matrix in (N, T, -V):
    assert np.linalg.eigvalsh(matrix)[0] > 0


def forms(x):
    return x @ N @ x, x @ T @ x, x @ V @ x


def eliminated_energy(x):
    n, kin, pot = forms(x)
    return -pot**2 / (4 * kin * n)


def lowest(k, n, kin, pot):
    return eigh(k**2 * kin + k * pot, n, eigvals_only=True)[0]


def scan_minimum(indices):
    """Minimum over all coefficients and scales by fixed-scale diagonalization."""
    sub = np.ix_(indices, indices)
    n, kin, pot = N[sub], T[sub], V[sub]
    limits = eigh(-pot, kin, eigvals_only=True) / 2
    grid = np.linspace(limits[0], limits[-1], 1001)
    best = int(np.argmin([lowest(k, n, kin, pot) for k in grid]))
    fit = minimize_scalar(lowest, args=(n, kin, pot), method="bounded",
                          bounds=(grid[max(best - 1, 0)], grid[min(best + 1, 1000)]),
                          options={"xatol": 1e-10})
    return fit.fun, fit.x, limits[0], limits[-1]


# Factor 1 + c u: exact polynomial for the stationary points.
c = sp.symbols("c")


def exact_form(m, sign=1):
    return sum(sign * 32 * sp.Rational(m[i][j].numerator, m[i][j].denominator)
               * c**(i + j) for i in range(2) for j in range(2))


n_c, tau_c, v_c = exact_form(exact_N), exact_form(exact_T), exact_form(exact_V, -1)
condition = sp.expand(2 * sp.diff(v_c, c) * tau_c * n_c
                      - v_c * sp.diff(tau_c * n_c, c))
quartic = sp.Poly(condition, c).primitive()[1]
if quartic.LC() < 0:
    quartic = -quartic
assert quartic.degree() == 4
coefficients = [int(a) for a in quartic.all_coeffs()]
roots = np.roots(np.array(coefficients, dtype=float))
real_roots = sorted(float(z.real) for z in roots if abs(z.imag) < 1e-9)
root_energies = [eliminated_energy(np.array([1, z, 0])) for z in real_roots]
positive_roots = [z for z in real_roots if z > 0]
assert len(positive_roots) == 1
c_one = positive_roots[0]
x_one = np.array([1, c_one, 0.0])
E_one = eliminated_energy(x_one)
E_infinite_c = eliminated_energy(np.array([0.0, 1.0, 0.0]))
assert abs(E_one - min(root_energies)) < 1e-12 and E_one < E_infinite_c
scan_one = scan_minimum([0, 1])
assert abs(scan_one[0] - E_one) < 1e-10


# Factor 1 + c u + d t^2: solve the two stationarity conditions.
def balance(cd):
    x = np.array([1, cd[0], cd[1]])
    n, kin, pot = forms(x)
    left = 4 * (V @ x)[1:] / pot
    right = 2 * (T @ x)[1:] / kin + 2 * (N @ x)[1:] / n
    return left, right


start = minimize(lambda cd: eliminated_energy(np.array([1, *cd])),
                 [c_one, 0.0], method="Nelder-Mead",
                 options={"xatol": 1e-7, "fatol": 1e-12}).x
solution = fsolve(lambda cd: balance(cd)[0] - balance(cd)[1], start, xtol=1e-12)
x_two = np.array([1, *solution])
E_two = eliminated_energy(x_two)
left, right = balance(solution)
assert np.allclose(left, right, atol=1e-9)
scan_two = scan_minimum([0, 1, 2])
assert abs(scan_two[0] - E_two) < 1e-10

# The stated five-decimal energies.
assert abs(E_one + 2.89112) < 5e-6
assert abs(E_two + 2.90243) < 5e-6

# Energies of the unscaled functions from the Hamiltonian at the optimal scale.
summary = []
for x, energy, scan in ((x_one, E_one, scan_one), (x_two, E_two, scan_two)):
    n, kin, pot = forms(x)
    k = -pot / (2 * kin)
    assert abs(k - scan[1]) < 1e-5
    direct_N, direct_T, direct_V = cartesian_matrices(k)
    norm = x @ direct_N @ x
    mean_T, mean_V = x @ direct_T @ x / norm, x @ direct_V @ x / norm
    assert abs(mean_T + mean_V - energy) < 1e-8
    assert abs(mean_T + energy) < 1e-8
    summary.append((k, 32 * n, 32 * kin, -32 * pot, mean_T, mean_V))

# Comparisons: bare product, t^2 alone, and larger expansions.
E_product = eliminated_energy(np.array([1.0, 0, 0]))
k_product = -V[0, 0] / (2 * T[0, 0])
E_t_only = scan_minimum([0, 2])[0]
large = []
for degree in (3, 4):
    powers = [(a, b, e) for a in range(degree + 1)
              for b in range(0, degree + 1, 2) for e in range(degree + 1)
              if a + b + e <= degree]
    n, kin, pot = (np.array(m, dtype=float) for m in matrices(powers))
    scale = 1 / np.sqrt(np.diag(n))
    n, kin, pot = (m * np.outer(scale, scale) for m in (n, kin, pot))
    fit = minimize_scalar(lowest, args=(n, kin, pot), method="bounded",
                          bounds=(1.0, 3.0), options={"xatol": 1e-7})
    large.append((len(powers), fit.fun))
E_ref = large[-1][1]
assert E_ref < large[0][1] < E_two < E_one < E_t_only < E_product
assert abs(large[1][1] - large[0][1]) < 1e-4

print("Nuclear charge Z =", Z)
print("Matrices times 32, basis 1, u, t^2 (scaled, dimensionless):")
for name, matrix, sign in (("N", exact_N, 1), ("T", exact_T, 1), ("-V", exact_V, -1)):
    print(f"  32 {name}:", [[str(sign * 32 * a) for a in row] for row in matrix])
print("Quartic for c, highest power first:", coefficients)
for root, energy in zip(real_roots, root_energies):
    print(f"  real root c = {root:.6f}, E = {energy:.6f} hartree")
print(f"  limit of infinite c: E = {E_infinite_c:.6f} hartree")
for label, x, energy, row in (("1+cu", x_one, E_one, summary[0]),
                              ("1+cu+dt^2", x_two, E_two, summary[1])):
    k, n, kin, pot, mean_T, mean_V = row
    print(f"Factor {label}:")
    print(f"  scaled c = {x[1]:.6f}, d = {x[2]:.6f} (dimensionless)")
    print(f"  k = {k:.6f} bohr^-1")
    print(f"  unscaled: ck = {x[1]*k:.6f} bohr^-1, dk^2 = {x[2]*k*k:.6f} bohr^-2")
    print(f"  n = {n:.6f}, tau = {kin:.6f}, v = {pot:.6f} (dimensionless)")
    print(f"  <T> = {mean_T:.6f}, <V> = {mean_V:.6f} hartree")
    print(f"  E = {energy:.7f} hartree = {energy*HARTREE_EV:.4f} eV")
    print(f"  E minus reference = {1000*(energy-E_ref):.3f} millihartree")
print("Stationarity of 1+cu+dt^2 (dimensionless):")
for name, a, b in zip("cd", left, right):
    print(f"  {name}: 2v_{name}/v = {a:.6f}, tau_{name}/tau + n_{name}/n = {b:.6f}")
print(f"Range of optimal k, 3 terms: {scan_two[2]:.4f} to {scan_two[3]:.4f} bohr^-1")
print(f"Bare product: k = {k_product:.4f} bohr^-1, E = {E_product:.6f} hartree")
print(f"Factor 1+dt^2 alone: E = {E_t_only:.6f} hartree")
print(f"Lowering by cu: {1000*(E_product-E_one):.3f} millihartree")
print(f"Further lowering by dt^2: {1000*(E_one-E_two):.3f} millihartree")
for size, energy in large:
    print(f"Hylleraas expansion, {size} terms: E = {energy:.6f} hartree")
print("every check passed")
```

Output:

```
Nuclear charge Z = 2
Matrices times 32, basis 1, u, t^2 (scaled, dimensionless):
  32 N: [['16', '35', '24'], ['35', '96', '77'], ['24', '77', '144']]
  32 T: [['16', '25', '24'], ['25', '64', '73'], ['24', '73', '240']]
  32 -V: [['54', '104', '87'], ['104', '253', '256'], ['87', '256', '537']]
Quartic for c, highest power first: [26008, 23873, 5760, -494, -352]
  real root c = -0.515736, E = -1.250097 hartree
  real root c = 0.197761, E = -2.891121 hartree
  limit of infinite c: E = -2.604533 hartree
Factor 1+cu:
  scaled c = 0.197761, d = 0.000000 (dimensionless)
  k = 1.849685 bohr^-1
  unscaled: ck = 0.365796 bohr^-1, dk^2 = 0.000000 bohr^-2
  n = 33.597812, tau = 28.391079, v = 105.029080 (dimensionless)
  <T> = 2.891121, <V> = -5.782241 hartree
  E = -2.8911207 hartree = -78.6714 eV
  E minus reference = 12.593 millihartree
Factor 1+cu+dt^2:
  scaled c = 0.160669, d = 0.039664 (dimensionless)
  k = 1.816068 bohr^-1
  unscaled: ck = 0.291786 bohr^-1, dk^2 = 0.130815 bohr^-2
  n = 32.836820, tau = 28.897422, v = 104.959348 (dimensionless)
  <T> = 2.902432, <V> = -5.804864 hartree
  E = -2.9024320 hartree = -78.9792 eV
  E minus reference = 1.282 millihartree
Stationarity of 1+cu+dt^2 (dimensionless):
  c: 2v_c/v = 5.899547, tau_c/tau + n_c/n = 5.899547
  d: 2v_d/v = 5.694801, tau_d/tau + n_d/n = 5.694801
Range of optimal k, 3 terms: 0.7042 to 2.0158 bohr^-1
Bare product: k = 1.6875 bohr^-1, E = -2.847656 hartree
Factor 1+dt^2 alone: E = -2.876675 hartree
Lowering by cu: 43.464 millihartree
Further lowering by dt^2: 11.311 millihartree
Hylleraas expansion, 13 terms: E = -2.903640 hartree
Hylleraas expansion, 22 terms: E = -2.903714 hartree
every check passed
```
